# Finite-difference errors in the energy of a 10 nm spin helix

## Problem

A chiral magnet carries a spin helix: along the $x$ axis the magnetization direction turns steadily in the plane perpendicular to $x$, and it completes a full turn of 360 degrees in $L=10$ nm. A simulation stores one unit vector $\mathbf m$ per cubic cell of edge $a=1$ nm. The energy density is

$$e=A\sum_i|\partial_i\mathbf m|^2+D\,\mathbf m\cdot(\nabla\times\mathbf m),\qquad A,D>0 .$$

The first term is the exchange energy, which resists any rotation. The second is the antisymmetric exchange (Dzyaloshinskii–Moriya) energy, which favours one sense of rotation. The simulation takes the exchange from differences between nearest neighbours, and the derivatives in the curl from central differences.

(a) By what fraction does the grid misjudge each energy when the helix is held fixed?

(b) What is the error of the total energy, and what happens when the helix may relax on the grid?

(c) How do the errors depend on the direction of the helix, on the cell size and on a distortion of the helix?

Take $A=1$ pJ/m, and choose $D$ such that 10 nm is the equilibrium period of the continuum. The formulas hold in atomic units, with $A$ in hartree per bohr and $D$ in hartree per bohr squared, and equally in SI units.

## Solution

### The continuum reference

Let $k=2\pi/L$ and $\varphi=kx$. The helix and its derivative are

$$\mathbf m=(0,\cos\varphi,\sin\varphi),\qquad \partial_x\mathbf m=k(0,-\sin\varphi,\cos\varphi),$$

so that $|\partial_x\mathbf m|^2=k^2$. Since $\mathbf m$ depends on $x$ alone,

$$\nabla\times\mathbf m=(0,-\partial_xm_z,\partial_xm_y)=-k(0,\cos\varphi,\sin\varphi)=-k\,\mathbf m .$$

Hence $\mathbf m\cdot(\nabla\times\mathbf m)=-k$, and

$$e(k)=Ak^2-Dk .$$

Setting $2Ak-D=0$ gives the equilibrium wave number $k_0=D/(2A)$. With $D=2Ak_0$, the minimum energy is $Ak_0^2-2Ak_0^2=-Ak_0^2$.

Here $k_0=2\pi/(10\ \text{nm})=0.6283\ \text{nm}^{-1}$, so $D=2Ak_0=1.257$ mJ/m². The exchange energy is $Ak_0^2=394.8$ kJ/m³, the antisymmetric energy is $-789.6$ kJ/m³, and their sum is $-394.8$ kJ/m³.

### (a) The two errors at fixed period

The angle between neighbouring cells is $\theta=ka=0.6283$ rad, or 36 degrees. For two unit vectors at this angle,

$$\frac{|\mathbf m_{j+1}-\mathbf m_j|^2}{a^2}=\frac{2-2\cos\theta}{a^2}=\frac{4\sin^2(\theta/2)}{a^2}.$$

Division by the continuum value $k^2=\theta^2/a^2$ gives the exchange factor

$$f_A=\frac{2(1-\cos\theta)}{\theta^2}=\left[\frac{\sin(\theta/2)}{\theta/2}\right]^2 .$$

The grid measures the straight chord between two points of the unit circle, while the continuum measures the longer arc. With $\cos\theta=1-\theta^2/2+\theta^4/24-\theta^6/720+\dots$,

$$1-f_A=\frac{\theta^2}{12}-\frac{\theta^4}{360}+\dots$$

For the antisymmetric term, the central difference is

$$\frac{\mathbf m_{j+1}-\mathbf m_{j-1}}{2a}=\frac{\sin\theta}{a}(0,-\sin\varphi_j,\cos\varphi_j),$$

because $\cos(\varphi+\theta)-\cos(\varphi-\theta)=-2\sin\varphi\sin\theta$ and $\sin(\varphi+\theta)-\sin(\varphi-\theta)=2\cos\varphi\sin\theta$. This is the true derivative with $k$ replaced by $\sin\theta/a$. The antisymmetric energy is linear in the derivative, so its factor is

$$f_D=\frac{\sin\theta}{\theta},\qquad 1-f_D=\frac{\theta^2}{6}-\frac{\theta^4}{120}+\dots$$

The leading terms are $\theta^2/12=3.29$ percent and $\theta^2/6=6.58$ percent. The full factors are $f_A=0.9675$ and $f_D=0.9355$. **The grid therefore underestimates the exchange energy by 3.2 percent and the magnitude of the antisymmetric energy by 6.5 percent**, each relative to its own continuum value.

The ratio of nearly two comes from the span of the differences. A difference taken over a distance $s$ reduces the derivative by the factor $\sin(ks/2)/(ks/2)\approx1-(ks)^2/24$. Exchange uses $s=a$, and squaring doubles the deficit to $\theta^2/12$. The curl uses $s=2a$, which multiplies the deficit by four, and it enters once, which gives $\theta^2/6$. If the exchange were computed by squaring central differences, its factor would be $f_D^2$ and its deficit 12.5 percent.

### (b) Total energy and relaxation

At the fixed wave number $k_0$, with $D=2Ak_0$, the grid energy is

$$Ak_0^2f_A-Dk_0f_D=-Ak_0^2\,(2f_D-f_A).$$

The fraction of the energy gain that is lost is

$$1-(2f_D-f_A)=2(1-f_D)-(1-f_A)=2(6.45)-3.25=9.7\ \text{percent}.$$

The two errors have opposite effects on the total, but they do not cancel, since the antisymmetric energy is twice as large and has twice the relative error. The total is $-356.7$ kJ/m³ instead of $-394.8$ kJ/m³.

Now let the angle $\theta$ adjust while the helix stays along the $x$ axis. With $t=Da/(2A)=k_0a$, the grid energy of a uniform helix is

$$e(\theta)=\frac{2A}{a^2}(1-\cos\theta)-\frac Da\sin\theta=\frac{2A}{a^2}\left[1-\cos\theta-t\sin\theta\right].$$

The derivative of the bracket, $\sin\theta-t\cos\theta$, vanishes at

$$\tan\theta_*=t=k_0a .$$

There $\cos\theta_*=1/\sqrt{1+t^2}$ and $\sin\theta_*=t/\sqrt{1+t^2}$. The second derivative, $\cos\theta_*+t\sin\theta_*=\sqrt{1+t^2}$, is positive, so this is a minimum, with energy

$$e_*=\frac{2A}{a^2}\left[1-\sqrt{1+t^2}\right].$$

For $t=0.6283$ the angle is $\theta_*=32.14$ degrees, and the period becomes $360/32.14=11.2$ cells, or 11.2 nm. It has grown by 12 percent. The leading estimate follows from $\arctan t\approx t-t^3/3$, which gives $t/\arctan t-1\approx t^2/3=13.2$ percent. The period is thus more sensitive to the cell size than either energy term.

The relaxed energy is $-362.0$ kJ/m³, which is 8.3 percent short of the continuum value. Relaxation recovers little, because the energy is stationary at its minimum: a shift of $k$ of relative order $\theta^2$ changes the energy by relative order $\theta^4$.

This relaxation needs freedom at the ends. In a periodic box of length 10 nm a uniform helix must fit a whole number of turns. If it keeps its one turn, the box hides the change of period.

### (c) Direction, cell size and distortion

**Direction.** Let the helix run along a unit vector $\mathbf n$, with $\varphi=k\,\mathbf n\cdot\mathbf r$ and $\mathbf m=\mathbf e_1\cos\varphi+\mathbf e_2\sin\varphi$, where $\mathbf e_1\times\mathbf e_2=\mathbf n$. A step along grid axis $i$ changes the phase by $kan_i$. The exchange argument, applied to each axis and summed, gives

$$f_A=\sum_i\left[\frac{2\sin(kan_i/2)}{ka}\right]^2 .$$

The central difference along axis $i$ is $s_i\mathbf u$, with $s_i=\sin(kan_i)/a$ and $\mathbf u=-\mathbf e_1\sin\varphi+\mathbf e_2\cos\varphi$. The grid curl is $\mathbf s\times\mathbf u$. Since $\mathbf m\times\mathbf u=\mathbf n$,

$$\mathbf m\cdot(\mathbf s\times\mathbf u)=-\mathbf s\cdot(\mathbf m\times\mathbf u)=-\mathbf s\cdot\mathbf n,\qquad f_D=\sum_i\frac{n_i\sin(kan_i)}{ka}.$$

Expanding the sines and using $\sum_in_i^2=1$ gives

$$1-f_A\approx\frac{(ka)^2}{12}\sum_in_i^4,\qquad 1-f_D\approx\frac{(ka)^2}{6}\sum_in_i^4 .$$

The sum $\sum_in_i^4$ is 1 along an axis, 1/2 along a face diagonal and 1/3 along a body diagonal. It cannot exceed $(\sum_in_i^2)^2=1$, so at leading order the grid axes have the largest error. The grid thereby adds a false anisotropy: the same helix has different energies in different directions.

A helix that is free to turn can therefore lower its energy by leaving the grid axis. Along a body diagonal the phase step $p$ is the same on all three axes, and the grid energy is

$$\frac{6A}{a^2}\left[1-\cos p-\frac{t}{\sqrt3}\sin p\right].$$

Its minimum lies at $\tan p=t/\sqrt3$, where the period is $2\pi a/(\sqrt3\,p)=10.4$ nm and the energy is $-382.6$ kJ/m³. This is below the $-362.0$ kJ/m³ of the relaxed helix along the axis.

**Cell size.** Both errors fall as $a^2$. An antisymmetric error of 1 percent for this helix along an axis requires $\theta^2/6\approx0.01$, hence $a\approx\sqrt{0.06}/k=0.39$ nm. At fixed volume this means about 17 times as many cells.

One could instead keep the 1 nm cells and use $A/f_A$ and $D/f_D$. This repairs both energies at the chosen $\theta=k_0a$, but not the equilibrium period. The condition for the minimum becomes

$$\tan\theta_*=\theta\,\frac{f_A}{f_D}=\frac{2(1-\cos\theta)}{\sin\theta}=2\tan\frac\theta2,$$

which is smaller than $\tan\theta$ for $0<\theta<\pi/2$, so the relaxed helix is still too long.

**Coarse limit.** At $\theta=\pi$, with two cells per period, $f_D=0$: neighbouring spins are antiparallel and the grid cannot tell the sense of rotation. The exchange factor is then $4/\pi^2$. Moreover, $\theta_*=\arctan t$ stays below 90 degrees however large $D$ is. Within this model, a relaxed uniform helix along an axis always spans more than four cells.

**Distortion.** Let an easy axis along $y$ add the energy $K(1-m_y^2)=K\sin^2\varphi$. The spins then linger near $\pm y$ and turn faster in between. The term $-D\varphi'$ integrates to $-2\pi D$ per turn and does not affect the profile at fixed period. Minimizing the rest gives $A\varphi''=K\sin\varphi\cos\varphi$. Multiplication by $2\varphi'/A$ and integration give

$$\varphi'^2=C+\frac KA\sin^2\varphi ,$$

where the constant $C$ sets the period.

To find the leading errors, write $\Delta=\varphi(x+a)-\varphi(x)$ and average over the position of the grid, denoted by $\langle\ \rangle$. The Taylor series is $\Delta=a\varphi'+a^2\varphi''/2+a^3\varphi'''/6+\dots$ Over a period $\langle\varphi'\varphi''\rangle=0$ and $\langle\varphi'\varphi'''\rangle=-\langle\varphi''^2\rangle$, so

$$\langle\Delta^2\rangle\approx a^2\langle\varphi'^2\rangle+a^4\left(\tfrac14-\tfrac13\right)\langle\varphi''^2\rangle .$$

For the antisymmetric term, the central difference gives $\mathbf m\cdot(\nabla\times\mathbf m)\to-[\sin\Delta(x)+\sin\Delta(x-a)]/(2a)$ on the grid. Both sines have the same average, so the mean is $-\langle\sin\Delta\rangle/a$, to be compared with $-k$ in the continuum.

With $2-2\cos\Delta\approx\Delta^2-\Delta^4/12$, $\sin\Delta\approx\Delta-\Delta^3/6$ and $\langle\Delta\rangle=ka$,

$$1-f_A\approx\frac{a^2}{12}\,\frac{\langle\varphi'^4\rangle+\langle\varphi''^2\rangle}{\langle\varphi'^2\rangle},\qquad 1-f_D\approx\frac{a^2}{6}\,\frac{\langle\varphi'^3\rangle}{k}.$$

For a uniform helix these reduce to the earlier results. A distortion at fixed period raises both, because averages of powers favour the fast-turning parts, and the exchange error also gains the term $\langle\varphi''^2\rangle$.

For the numbers in the table, $C$ was found by root search so that the period is 10 nm. The profile was then integrated numerically and sampled without the small-$a$ expansion, at 400 positions of the grid.

### A few cases

All rows use 1 nm cells. Each deficit is relative to the continuum energy of the same texture.

| Helix | Exchange deficit (%) | Antisymmetric deficit (%) |
|---|---:|---:|
| 10 nm, grid axis | 3.2 | 6.5 |
| 10 nm, face diagonal | 1.6 | 3.3 |
| 10 nm, body diagonal | 1.1 | 2.2 |
| 18 nm, grid axis | 1.0 | 2.0 |
| 10 nm, axis, $K=395$ kJ/m³ | 4.0 | 6.9 |

The last row has $K=Ak^2$, an anisotropy as strong as the exchange energy of the helix. Even there the simple estimate keeps its size, although the exchange error grows by about a quarter. For $K=50$ kJ/m³ both deficits change by only about 0.01 percentage points.

### Comparison with real magnets

The example lies in the regime of cubic helimagnets such as MnSi, whose period is roughly 18 nm; the 10 nm period is shorter by nearly a factor of two. The value of $A$ is round, not fitted to MnSi, and the relative errors of a fixed uniform helix do not depend on it. MnSi orders magnetically only at low temperature, roughly below 30 K, so room-temperature devices need other materials. The uniform helix also assumes weak anisotropy; in the strong case of the table's last row, the deficits shift by 0.8 and 0.5 percentage points.

Three further effects lie outside the estimate:

- **Atomic lattice.** In a nearest-neighbour chain with a rough atomic spacing of 0.28 nm and the same $A$ and $D$, the magnitudes of the exchange and antisymmetric energies are already 0.26 and 0.52 percent smaller than in the continuum. Measured against that chain, the errors of the 1 nm grid are about 3.0 and 6.0 percent.
- **Magnetostatics.** The ideal helix has $\nabla\cdot\mathbf m=0$ and no volume charge, but surfaces can carry charge. For a rough magnetization $M=0.16$ MA/m, the magnetostatic energy density averaged over the sample is at most $\mu_0M^2/2=16$ kJ/m³. This bound is similar in size to the exchange error, $394.8-382.0=12.8$ kJ/m³.
- **Temperature.** The exchange energy of the helix in one cell is $Ak^2a^3=2.5$ meV, while $k_BT$ at 10 K is 0.86 meV. In a classical simulation each cell carries a fluctuation energy of about $k_BT$, a third of the helix value, so thermal disorder between neighbouring cells is not negligible there. This does not carry over directly to a real magnet. With the values of $A$ and $M$ above and $g=2$, the spin-wave stiffness $2Ag\mu_B/M$ is 1.4 meV nm², spin waves at the cell scale cost up to 17 meV, and at 10 K they are largely frozen out. A rough estimate with Bose statistics and a ferromagnetic dispersion gives about 0.02 meV per cell, near 1 percent of the helix value, rising to about a tenth at 25 K. Close to the ordering temperature this spin-wave estimate fails. The errors found here belong to a smooth texture and leave out the energy of the fluctuations.
